Two-Sided Lanczos, Matched Moments and Coupled-Cluster Green Functions

**1. Definitions and conventions**

Let A be a real n×n matrix, not necessarily symmetric, and let v and w be real column vectors. The object of interest is

G(z) = wᵀ(z − A)⁻¹v.

The superscript T means transposition without complex conjugation. For |z| > ‖A‖ the geometric series for the inverse converges, so

G(z) = Σ_{j≥0} m_j z^(−j−1),  m_j = wᵀAʲv.

The numbers m_j are the moments. A reduced model of dimension k "matches" p moments if its own expansion has the same m_0, …, m_{p−1}. Its error is then O(z^(−p−1)) at large |z|.

The claim is that k steps of two-sided Lanczos match 2k moments, whereas k steps of Arnoldi started from v are guaranteed k. The factor of two is counted per step, that is, per dimension of the reduced matrix. It is not a factor per matrix product, because the two-sided method multiplies by Aᵀ as well as by A. I assume m_0 = wᵀv ≠ 0 and, until section 5, that no division by zero occurs.

**2. One step**

A model with one pole and the correct m_0 is

G_1(z) = m_0/(z − α) = m_0/z + m_0α/z² + m_0α²/z³ + …

Its second moment is right if α = m_1/m_0. One pole has two parameters, a weight and a position, and they can absorb two moments.

Arnoldi places the pole elsewhere. With q_1 = v/‖v‖ it uses α = q_1ᵀAq_1, which contains no information about w. A 2×2 case shows the difference:

A = [[0, a], [b, 0]],  v = (1, 0)ᵀ,  w = (1, c)ᵀ.

Here Av = (0, b)ᵀ, so m_0 = 1 and m_1 = cb. Since A² = ab·1, also m_2 = ab. Arnoldi gives α = 0 and misses m_1 unless cb = 0. The choice α = m_1/m_0 = cb matches it, and the first error is

m_2 − m_0α² = ab − c²b².

As a limit, take a = c²b. Then Aᵀw = (bc, a)ᵀ = cb·w, so w is a left eigenvector. The full function is

G(z) = (z + cb)/(z² − ab) = (z + cb)/(z² − c²b²) = 1/(z − cb),

and the one-pole model is exact, as it should be.

**3. The two-sided recurrence**

To go further, build two sets of vectors with w_iᵀv_j = δ_ij. Start from v_1 = v/β_1 and w_1 = w/γ_1 with β_1γ_1 = m_0, and set v_0 = w_0 = 0. At step j define α_j = w_jᵀAv_j and the residuals

r_j = Av_j − α_jv_j − γ_jv_{j−1},
s_j = Aᵀw_j − α_jw_j − β_jw_{j−1}.

Then choose β_{j+1} and γ_{j+1} such that

β_{j+1}γ_{j+1} = s_jᵀr_j,  v_{j+1} = r_j/β_{j+1},  w_{j+1} = s_j/γ_{j+1}.

This gives w_{j+1}ᵀv_{j+1} = 1. The split into β and γ only rescales vectors; the results below contain the product.

Three terms suffice for biorthogonality. Suppose it holds up to index j, and test r_j against the earlier w_i:

- For i = j, w_jᵀr_j = α_j − α_j = 0.
- For i = j−1, use Aᵀw_{j−1} = γ_jw_j + α_{j−1}w_{j−1} + β_{j−1}w_{j−2}. Hence w_{j−1}ᵀAv_j = γ_j, which the subtracted term cancels.
- For i < j−1, Aᵀw_i contains no w with index above i+1 < j, so w_iᵀAv_j = 0.

The same argument with the two sides exchanged gives s_jᵀv_i = 0 for i ≤ j. The induction is complete.

Collect the vectors as columns of V_k and W_k. Let T_k be tridiagonal with α_j on the diagonal, β_{j+1} in position (j+1, j) and γ_{j+1} in position (j, j+1). The recurrences become

AV_k = V_kT_k + r_ke_kᵀ,
AᵀW_k = W_kT_kᵀ + s_ke_kᵀ,

with W_kᵀV_k = 1, W_kᵀr_k = 0 and V_kᵀs_k = 0. Multiplying the first line by W_kᵀ gives W_kᵀAV_k = T_k. The reduced Green function is

G_k(z) = m_0 e_1ᵀ(z − T_k)⁻¹e_1.

**4. Why the count is 2k**

First look at the right side alone. I claim

Aⁱv_1 = V_kT_kⁱe_1  for 0 ≤ i ≤ k−1.

It holds for i = 0. Multiplying by A gives

Aⁱ⁺¹v_1 = V_kT_kⁱ⁺¹e_1 + r_k(e_kᵀT_kⁱe_1).

Each factor T_k moves an index by at most one, so T_kⁱe_1 has no component on e_k while i < k−1. The last term therefore vanishes until i = k−1. By the same reasoning on the left,

w_1ᵀAʲ = e_1ᵀT_kʲW_kᵀ  for 0 ≤ j ≤ k−1.

Now put one more A between the two identities:

w_1ᵀAⁱ⁺ʲ⁺¹v_1 = e_1ᵀT_kʲ(W_kᵀAV_k)T_kⁱe_1 = e_1ᵀT_kⁱ⁺ʲ⁺¹e_1.

With i and j both running to k−1, the power i+j+1 reaches 2k−1. Power zero is w_1ᵀv_1 = 1. Multiplication by m_0 restores v and w, so m_0, …, m_{2k−1} are matched: 2k moments.

The next moment shows where the matching stops. At i = k−1 the bracket e_kᵀT_kᵏ⁻¹e_1 has a single path, straight down the subdiagonal, and equals β_2⋯β_k. Thus

Aᵏv_1 = V_kT_kᵏe_1 + (β_2⋯β_k)r_k,
(Aᵀ)ᵏw_1 = W_k(T_kᵀ)ᵏe_1 + (γ_2⋯γ_k)s_k.

In the product of the two lines the cross terms vanish by biorthogonality, and s_kᵀr_k = β_{k+1}γ_{k+1}. Writing m_2k^(k) for the moment of the reduced model,

m_2k − m_2k^(k) = m_0 Π_{j=2}^{k+1} β_jγ_j.

Hence G − G_k equals this number times z^(−2k−1), plus O(z^(−2k−2)). The count is exactly 2k when the product is nonzero. For k = 1 and the 2×2 matrix above, r_1 = (−cb, b)ᵀ and s_1 = (0, a − c²b)ᵀ, so s_1ᵀr_1 = ab − c²b², in agreement with section 2.

**Arnoldi for comparison.** Arnoldi builds orthonormal q_j with

AQ_k = Q_kH_k + h_{k+1,k}q_{k+1}e_kᵀ,
G_k^Arn(z) = ‖v‖(wᵀQ_k)(z − H_k)⁻¹e_1.

The right-hand argument carries over because H_k also moves an index down by at most one. It gives Aⁱv = ‖v‖Q_kH_kⁱe_1 for i ≤ k−1, hence k moments. At power k the error is

m_k − m_k^Arn = ‖v‖(h_21h_32⋯h_{k+1,k}) wᵀq_{k+1}.

The vector q_{k+1} is orthogonal to the right Krylov space, but nothing makes it orthogonal to w. There is no left identity to supply the other k moments.

The symmetric limit is instructive. If A = Aᵀ and w = v, the transpose of the right identity is a left identity, and Arnoldi matches 2k moments too. A test with A replaced by A + Aᵀ, w = v and k = 3 found six.

**Cost.** T_k needs k products with A, to obtain α_k, and k−1 with Aᵀ. So 2k−1 products give 2k moments. Arnoldi needs a matrix of dimension 2k for as many, but its last column does not enter these moments, so they too are fixed by 2k−1 products. Counted in matched moments per product, the two methods are level. The gain is a reduced matrix of half the dimension and recurrences that need just the last two vectors on each side. The price is the need for Aᵀ and the possibility of breakdown.

**5. The Padé form and its failure**

By Cramer's rule G_k = P/Q, where Q(z) = det(z − T_k) has degree k and P has degree k−1. A rational function of this type that agrees with G through z^(−2k) is the [k−1/k] Padé approximant at infinity. To see that it is unique, write Q = Σ_i q_izⁱ with q_k = 1. In QG − P the coefficients of z^(−j−1), j = 0, …, k−1, must vanish:

Σ_{i=0}^{k−1} q_im_{i+j} = −m_{k+j}.

The polynomial part of QG then fixes P. The solution is unique if the Hankel determinant D_k = det[m_{i+j}], i, j = 0, …, k−1, is nonzero.

That determinant follows from section 4. Each moment in it is

m_{i+j} = m_0(e_1ᵀT_kⁱ)(T_kʲe_1).

The columns T_kʲe_1 form an upper triangular matrix with diagonal entries 1, β_2, β_2β_3, …; the rows e_1ᵀT_kⁱ form a lower triangular one with γ in place of β. Multiplying the diagonals,

D_k = m_0ᵏ Π_{j=2}^{k} (β_jγ_j)^(k+1−j).

So if T_k can be built, D_1, …, D_k are all nonzero. Conversely, suppose T_j exists but s_jᵀr_j = 0. Then m_2j is matched as well, so every entry of the (j+1)×(j+1) Hankel matrix equals m_0(e_1ᵀT_jⁱ)(T_jˡe_1) with i, l = 0, …, j. It is a product through a space of dimension j, and D_{j+1} = 0. Hence T_k can be built precisely when D_1, …, D_k are all nonzero. Solving the Hankel equations directly gave the same G_k in the tests for k = 1 to 6. Eliminating the tridiagonal system from the bottom up gives the continued fraction, for k = 2

G_2(z) = m_0/(z − α_1 − β_2γ_2/(z − α_2)).

If s_kᵀr_k = 0, there are two cases. When r_k = 0 or s_k = 0, one Krylov space is invariant, its identity holds for all powers, and G_k = G. This is the harmless ending met in section 2. When both residuals are nonzero but mutually orthogonal, the breakdown is called serious: the recurrence stops although neither residual vanishes, and G_k = G is no longer guaranteed. Take the cyclic matrix Ae_1 = e_2, Ae_2 = e_3, Ae_3 = e_1 with v = w = e_1. Then

r_1 = e_2,  s_1 = e_3,  s_1ᵀr_1 = 0,

and the moments begin 1, 0, 0, 1. The Padé equations for k = 2 read q_0 = 0 and 0 = −1. No [1/2] approximant matches four moments, so no rearrangement of the algorithm could produce one. The full function z²/(z³ − 1) is itself of type [2/3], and the obstruction lies at the intermediate step.

A start with wᵀv = 0, which can occur for off-diagonal Green functions, is also excluded. Linearity helps: choose u with wᵀu ≠ 0 and subtract the function for u from that for v + u. If both runs succeed, each matches 2k moments and so does the difference, though it may have up to 2k poles.

**6. The coupled-cluster Green function**

Let |Φ⟩ be the reference determinant, T the cluster operator (no index, unlike T_k) and H̄ = e^(−T)He^T. The right ground state is e^T|Φ⟩ and the left one is ⟨Φ|(1+Λ)e^(−T), with overlap 1. For an annihilator a, the removal part of the Green function is

⟨Φ|(1+Λ)e^(−T) a†(z − E + H)⁻¹a e^T|Φ⟩.

Its poles lie at E minus the energies of the system with one electron fewer. Inserting e^Te^(−T) on both sides of the inverse turns H into H̄. With singles and doubles (CCSD), one then projects with P on the one-hole and two-hole-one-particle determinants:

A = E − PH̄P,
v = Pe^(−T)ae^T|Φ⟩,
wᵀ = ⟨Φ|(1+Λ)e^(−T)a†e^TP.

This has the form of section 1, with w ≠ v and A ≠ Aᵀ in general. That is why a two-sided method is natural here.

The projection does not truncate v. Since T contains creators of empty orbitals and annihilators of filled ones, e^(−T)ae^T = a + [a, T]. The commutator removes one creator from T, leaving one hole from the singles and two holes with one particle from the doubles. Consequently

m_0 = wᵀv = ⟨Φ|(1+Λ)e^(−T)a†ae^T|Φ⟩,

the CCSD occupation of the orbital. The function ⟨Φ|(1+Λ)H̄|Φ⟩ is stationary in both T and Λ at the solution, so m_0 is also the derivative of the CCSD energy when εa†a is added to H at fixed reference orbitals. Higher moments do feel the projection. Lanczos matches the moments of the projected CCSD problem, not those of the exact many-electron function.

One limit checks the signs and the assembly of A, v and w, though not the truncation by P, which is the identity there, nor the like-spin double excitations, which need more electrons. With two electrons, singles and doubles are complete and CCSD is exact. For a four-site chain the CCSD Green function then agreed with exact diagonalization to rounding.

**7. A six-site chain**

The model is an open Hubbard chain with six sites and six electrons, hopping t = 1, repulsion U = 2t and alternating site energies ±0.5t. The reference |Φ⟩ is the restricted mean-field determinant of this model; the numbers below depend on that choice. The operator a removes a spin-up electron from the first site. There are 3 one-hole determinants and 9 + 27 with two holes and one particle, so A has dimension 39. The CCSD energy is −4.8217t, which is 0.0022t above the exact energy of the model.

The first moments are m_0 = 0.392837, m_1 = −0.070316t, m_2 = 0.145752t² and m_3 = −0.133013t³. The finite-difference energy derivative reproduces m_0 to the printed digits. Matching powers by hand gives

α_1 = m_1/m_0 = −0.1790t,
β_2γ_2 = m_2/m_0 − α_1² = 0.37102t² − 0.03204t² = 0.3390t².

For the next coefficient, (T_2³)_11 = α_1³ + 2α_1β_2γ_2 + α_2β_2γ_2. Hence

α_2 = (−0.33860 + 0.00573 + 0.12135)t³/(0.3390t²) = −0.624t.

The poles of G_2 solve (z − α_1)(z − α_2) = β_2γ_2:

z = −0.4015t ± 0.6233t = 0.222t and −1.025t.

The weight of a pole p, with p′ the other one, is m_0(p − α_2)/(p − p′). This gives 0.2665 and 0.1263, whose sum is m_0.

Four moments are now used up. The predicted error of the fifth, with β_3γ_3 = 0.9152t², is

m_0β_2γ_2β_3γ_3 = 0.3928 × 0.3390 × 0.9152 t⁴ = 0.1219t⁴.

The moments themselves give 0.2618t⁴ − 0.1399t⁴ = 0.1219t⁴. Arnoldi with k = 2 already misses m_2, giving 0.1549t² instead of 0.1458t², a relative error of 6%. In 80-digit arithmetic the counts for k = 1 to 6 were 2k and k throughout.

**8. What the count does not promise**

Moment matching concerns large |z|. At z = 0.5i t the moment series is of no use: the term m_4/z⁵ has magnitude 8.4/t and m_5/z⁶ has 36/t, while |G| is about 0.43/t. The rational approximants still improve there, but the factor of two in moments is not a factor of two in steps. For k = 4 the error is 0.024/t with Lanczos and 0.021/t with Arnoldi; for k = 6 both are 0.0014/t. At k = 8 Lanczos has 3.8×10⁻⁶/t against 1.3×10⁻⁴/t, and at k = 12 it has 2.7×10⁻⁸/t against 2.7×10⁻⁶/t. Twelve Arnoldi steps thus suffice to reach the error of eight Lanczos steps; sixteen are not needed. Counted in products, Arnoldi is ahead at this frequency: those twelve steps cost twelve products, the eight Lanczos steps fifteen.

A plausible reason for the early similarity, which I leave as a conjecture, is that the problem is close to the symmetric limit of section 4. The Frobenius norm of A − Aᵀ is 2% of that of A, a ratio that depends on the zero of energy (it is 5% if the mean diagonal element of A is subtracted first). That limit also needs w close to a multiple of v; the cosine of the angle between them is 0.996. The first moment Arnoldi misses, m_k, is off by 0.6% of its value for k = 1, by 6% for k = 2 and by 1.5% or less for k = 3 to 6. By the error formula of section 4 this miss is proportional to wᵀq_{k+1} and vanishes for w ∝ v whether or not A is symmetric, so its smallness reflects the closeness of w to v and says nothing about the symmetry of A.

These errors are relative to the CCSD function. That function itself differs from the exact one of the model by 0.0011/t at the same z, about 0.25% of its magnitude. Six steps bring the Lanczos error to this level, and eight put it far below. Further steps bring G_k on the whole closer to the CCSD function (the ninth gains nothing) without improving the physics at this frequency. The highest removal pole tells the same story: 0.4425t from six Lanczos steps, 0.4431t from the full CCSD matrix and 0.4322t exactly. The largest eigenvalue of T_k is not a safe estimate of this pole, however. The run passes through a near-breakdown, β_9γ_9 = 0.012t², after which T_9 has a spurious pole at 56t, far outside the spectrum of A, and T_10, T_12 and T_13 have complex eigenvalues with imaginary parts up to 0.05t, 0.18t and 0.25t.

Two cautions remain. First, because A is not symmetric, some of its eigenvalues have imaginary parts, the largest being 1.2×10⁻³t, although the Hamiltonian is Hermitian and its removal energies are real. The weight of a pole is a product of different left and right factors, so it need not be positive either. With a broadening of 0.5t both effects are harmless here, but with a much smaller one a positive spectral function cannot be relied upon. Secondly, the proof uses W_kᵀV_k = 1, which rounding erodes, as it erodes orthogonality in the symmetric three-term recurrence too. In the run shown below, the largest deviation after 12 steps is 3×10⁻¹⁰ in double precision. This figure depends on the details of rounding, and the deviation should be monitored in longer runs. The remaining values are in the numerical output below.

Table of computed values

```
chain: 6 sites, 6 electrons, U = 2.0 t, site energies +-0.5 t
dimension of A: 39
asymmetry |A-A^T|/|A| (Frobenius): 0.0216
CCSD energy: -4.821689 t; exact energy: -4.823926 t
two-electron test, |G_CC - G_exact|: 4.3e-17 1/t
m_0 = w^T v: 0.392837; energy derivative: 0.392837
moments m_j in t^j: j, full, Lanczos k=2, Arnoldi k=2
  0  0.39283730  0.39283730  0.39283730
  1  -0.07031648  -0.07031648  -0.07031648
  2  0.14575210  0.14575210  0.15486107
  3  -0.13301327  -0.13301327  -0.14359205
  4  0.26180193  0.13993131  0.15541783
  5  -0.56821004  -0.14259054  -0.16224950
Lanczos: j, alpha_j in t, beta_(j+1)*gamma_(j+1) in t^2
  1  -0.178996  0.338984
  2  -0.623944  0.915180
  3  -1.886506  1.185893
  4  -2.310918  2.089881
k=2 pole: 0.221810 t, weight: 0.266528
k=2 pole: -1.024751 t, weight: 0.126309
k, moments matched and relative first miss: Lanczos; Arnoldi
  1  2  9.14e-01;  1  6.45e-03
  2  4  4.66e-01;  2  6.25e-02
  3  6  9.66e-02;  3  1.48e-02
  4  8  2.15e-02;  4  7.28e-03
  5  10  2.91e-03;  5  3.77e-03
  6  12  2.14e-04;  6  6.35e-04
symmetric A, w = v, k = 3: Arnoldi matches 6 moments
z = 0.5j t: G_CCSD = 0.060955-0.427363j 1/t
same z: exact G = 0.060650-0.428408j 1/t
CCSD truncation error |G_CCSD - G_exact|: 1.09e-03 1/t
k, |G_k - G_CCSD| in 1/t: Lanczos, Arnoldi
  1  3.28e-01  3.28e-01
  2  1.72e-01  1.77e-01
  3  5.97e-02  5.97e-02
  4  2.40e-02  2.10e-02
  6  1.42e-03  1.42e-03
  8  3.84e-06  1.31e-04
  10  5.94e-07  1.53e-05
  12  2.66e-08  2.70e-06
highest removal pole: CCSD 0.443063 t, Lanczos k=6 0.442450 t, exact 0.432224 t
largest |Im| of eigenvalues of A: 1.2e-03 t
biorthogonality error at k=12: double 3.4e-10, 80 digits 7.5e-75
```
